Why Pressure Cancels from the Precursor Peclet Number at Fixed Molar Flow

A precursor pulse reaches the far end of a deposition reactor too smeared out, and the purge after it takes too long. Someone lowers the pressure from 10 Torr to 1 Torr while the flow controller keeps delivering the same carrier flow. The gas now moves ten times faster, so there seems to be ten times less room for diffusion to blur the pulse. The pulse does arrive sooner, but the blur it picks up on the way is the same fraction of its travel time as before. Whoever reasons from the velocity alone expects an improvement in relative sharpness that does not come.

The quantity that decides this is the axial Peclet number,

Pe = uL/D,

where u is the mean gas velocity, L the length of the reactor and D the diffusivity of the precursor in the carrier. It compares the diffusion time L²/D with the transit time L/u. Pressure changes both times by the same factor, for reasons that a simple model makes explicit.

**The model and the velocity**

The reactor is a straight tube of radius R and area A = πR², at one temperature T. The carrier is an ideal gas with molar flow F. The precursor is so dilute that it meets carrier molecules but hardly any of its own kind, and the walls neither consume nor hold it. The mean free path is much smaller than the tube diameter, which is the continuum regime. For now the pressure p is uniform.

The molar concentration of the gas is c = p/(R_g T), with R_g the gas constant. In steady flow F moles cross each section per second, so F = cuA and

u = F/(cA) = F R_g T/(pA).

At fixed F, T and A, the velocity is proportional to 1/p. A flow controller set in sccm fixes F, because a standard cubic centimetre is a fixed number of moles.

**Why diffusion speeds up equally**

A precursor molecule flies freely between collisions with carrier molecules. If the carrier number density n = p/kT is halved, where k is Boltzmann's constant, collisions become half as frequent. Molecular speeds depend on T and do not change, nor does the outcome of a collision at a given relative velocity. Each path is therefore statistically the old one with all lengths and times doubled. A diffusivity is a length squared over a time, so it changes by 2²/2 = 2. In general D is proportional to 1/n. This uses binary collisions but no particular force law.

Hard spheres supply the prefactor. Let m_A and m_B be the precursor and carrier masses, μ = m_A m_B/(m_A + m_B) the reduced mass, and s the distance between centres at contact. Suppose the precursor drifts at a small mean velocity w through the carrier.

A collision at relative velocity **g** scatters hard spheres isotropically in their centre-of-mass frame, so the relative velocity afterwards averages to zero. The precursor loses momentum μ**g** on average. Collisions occur at rate nπs²g, and the mean drag along the drift is

f = nπs²μ⟨g g_z⟩.

As a first approximation, take each species to have a Maxwell distribution, the precursor's shifted by w. To first order in w, the distribution of **g** is the unshifted one times 1 + μg_z w/kT. The unshifted part gives no drag by symmetry. With ⟨g g_z²⟩ = ⟨g³⟩/3,

f = nπs²μ (μw/3kT)⟨g³⟩.

For a Maxwell distribution ⟨g³⟩ = (4kT/μ)⟨g⟩ and ⟨g⟩ = √(8kT/πμ). Hence

f = (4/3)nπs²μ√(8kT/πμ) w = (8/3)ns²√(2πμkT) w.

Write this as f = ζw. In steady drift the drag balances the gradient of the precursor's partial pressure n_A kT:

n_A ζw = −kT dn_A/dz.

The diffusive flux n_A w is therefore −(kT/ζ)dn_A/dz, and

D = kT/ζ = [3/(8ns²)] √(kT/(2πμ)).

This is the first Chapman-Enskog approximation for hard spheres. A softer force law would change the prefactor at a given temperature, but not the factor 1/n.

**The cancellation**

Putting u = F/(cA) into the Peclet number gives

Pe = FL/(A cD).

The product cD is independent of pressure. With n = N_A c, where N_A is Avogadro's number,

cD = [3/(8N_A s²)] √(kT/(2πμ)),

Pe = (8/3)(F N_A L s²/A) √(2πμ/kT).

In physical terms, cD fixes the molar diffusive flux produced by a given gradient of mole fraction. A thinner gas has fewer molecules to carry that flux, but they travel proportionately farther between collisions. The convective molar flux is held fixed by the controller, so the ratio of the two does not change.

The condition of fixed molar flow is essential. If the velocity is held fixed instead, or equivalently the volumetric flow through this tube, then u stays put while D falls as 1/p, and Pe is proportional to p.

**Numbers for a small flow tube**

Take F = 200 sccm (counted at 0 °C and 1 atm) = 1.4872×10⁻⁴ mol/s, T = 473 K, a tube 4.0 cm in diameter and 30 cm long, and A = 12.566 cm². The model carrier has molar mass 28 g/mol and the precursor 100 g/mol, so μ = 3.6324×10⁻²⁶ kg. Their diameters are chosen as 0.37 and 0.63 nm, which gives s = 0.50 nm. At 1 Torr, or 133.3 Pa,

u = (1.4872×10⁻⁴ × 8.314 × 473)/(133.3 × 12.566×10⁻⁴) = 3.49 m/s.

The formula for D gives 124 cm²/s = 0.0124 m²/s, and

Pe = 3.491 × 0.300/0.01243 = 84.3.

At 10 Torr the velocity is 0.349 m/s and the diffusivity 12.4 cm²/s. Both are ten times smaller, and Pe is again 84.3.

A collision simulation measures D without using the drag formula. It follows 20,000 precursor molecules through random hard-sphere collisions with thermal carrier molecules and finds D from their mean squared axial displacement. For a Gaussian displacement the relative sampling error is √(2/20,000), or 1%. The resulting Peclet numbers are 82.5 at 10 Torr and 84.4 at 1 Torr. The first lies 2% below the formula, about two sampling errors; both passed a test at 5%. With the velocity held fixed, the same data give a Peclet number 9.8 times larger at 10 Torr than at 1 Torr, against the predicted factor of 10.

**The parabolic flow profile**

Gas in a tube does not move as a plug. The Reynolds number here is 5.9, and the fully developed laminar profile is u(r) = 2u(1 − r²/R²). It is assumed over the whole tube. The entrance region, roughly 3 cm long, is ignored; its length is set by the Reynolds number, which at fixed F does not depend on pressure. Molecules near the axis run ahead of those near the wall, which stretches the pulse. This could have spoiled the cancellation, so it has to be worked out.

Let N(z,t) be the precursor density averaged over the section, G = dN/dz, and n′(r) the small radial variation. Once radial diffusion has had time to act, it balances the uneven convection seen from a frame moving at u:

(D/r) d/dr(r dn′/dr) = u(1 − 2r²/R²)G.

Multiply by r/D and integrate from the axis, where the slope vanishes:

dn′/dr = (uG/D)[r/2 − r³/(2R²)].

A second integration gives

n′ = (uG/D)[r²/4 − r⁴/(8R²)] + constant.

The constant carries no net flux in this frame, because u(r) − u averages to zero. With x = r/R, the extra axial flux is

⟨(u(r) − u)n′⟩ = (u²R²G/D)∫₀¹ 2x(1 − 2x²)(x²/4 − x⁴/8)dx.

The integrand is x³/2 − 5x⁵/4 + x⁷/2, and its integral is 1/8 − 5/24 + 1/16 = −1/48. The flux runs down the gradient, like diffusion, so the total dispersion coefficient is

K = D + u²R²/(48D) = D[1 + (uR/D)²/48].

The radial Peclet number uR/D equals Pe·R/L, so it too is independent of pressure. Here it is 5.62, and K/D = 1 + 5.62²/48 = 1.66. The Peclet number built with K is uL/K = 84.3/1.66 = 50.8 at every pressure in the model. Shear matters a good deal, but it does not bring the pressure back.

The balance requires radial mixing to be fast compared with transit. The slowest axisymmetric radial variation decays in a time R²/(3.83²D), where 3.83 is the first positive zero of the Bessel function J₁. That is 0.026 of the transit time, and this ratio is independent of pressure as well.

**What the pulse does**

Consider a molecule released at z, and let T₁(z) be its mean time to first reach L. Treat its axial motion as one-dimensional, with velocity u and dispersion coefficient K. This describes times longer than the radial mixing time, which is itself short beside the transit time. In this model the molecule moves, during a short time dt, by a random amount with mean u dt and variance 2K dt. Averaging T₁ over the new position and adding dt must return T₁(z), so

K T₁″ + u T₁′ = −1.

With T₁(L) = 0, and no exponential growth far upstream, T₁ = (L − z)/u. The same argument for the mean square time T₂ gives

K T₂″ + u T₂′ = −2T₁.

Let y = L − z and try T₂ = y²/u² + by. Then T₂″ = 2/u² and T₂′ = −2y/u² − b, so the left side is 2K/u² − 2y/u − ub. It equals −2y/u if b = 2K/u³. Subtracting T₁² leaves the variance. For a molecule released at z = 0,

variance = 2KL/u³,

spread/mean = √(2KL/u³)/(L/u) = √(2K/(uL)).

With uL/K = 50.8 the relative spread is √(2/50.8) = 0.198. At 1 Torr the mean arrival time is 86 ms and the standard deviation 17 ms. At 10 Torr they are 859 ms and 170 ms. These figures take the tube to continue upstream of the release point. If it is closed to back-diffusion there, the mean falls by about 1% and the standard deviation by about 2%, by the same fractions at every pressure. Lowering the pressure therefore shortens the purge in absolute time, which may be reason enough to do it. For an injection much shorter than the transit time, the shape of the arrival curve on a clock scaled by the transit time stays the same. An injection of fixed duration adds its own width, which weighs more when the transit is short.

**A pressure that varies along the tube**

Flow needs a pressure drop, and at low pressure the drop is a sizeable part of p. The cancellation holds section by section: u and D are each proportional to 1/p locally, so u/D is the same everywhere and ∫(u/D)dz = Pe.

To see this in a severe case, set the outlet at 0.100 Torr. Laminar friction without wall slip gives dp/dz = −8ηu/R², where η = 2.24×10⁻⁵ Pa s is the hard-sphere viscosity of the carrier. Since up is constant, multiplying by p and integrating gives

p_in² = p_out² + 16ηL(up)/R².

The inlet is then at 0.131 Torr, 31% above the outlet. Wall slip, left out here, would lower it to about 0.127 Torr. Numerical integration of u/D along the tube still gives 84.3. That is an identity for ordinary diffusion. It leaves out pressure diffusion, the drift that a pressure gradient imposes on a species whose mass differs from the carrier's. A rough estimate puts this drift below 1% of the convective transport here, and it grows as the pressure falls. The arrival formula above is less general, since it assumed a uniform velocity; with this pressure drop the relative spread moves from 0.198 to about 0.200.

**Where the result fails**

At low pressure the precursor begins to strike the walls between collisions with the carrier. In the extreme case it flies from wall to wall and is re-emitted diffusely, with a cosine distribution. Let θ be the angle to the tube axis and φ the azimuth from the inward normal. One flight has length 2R cos φ/sin θ and axial part 2R cos φ cos θ/sin θ. The weight of a direction is sin²θ cos φ dθ dφ/π, with θ from 0 to π and φ from −π/2 to π/2. The averages are

mean length = (2R/π)∫sin θ dθ ∫cos²φ dφ = (2R/π)(2)(π/2) = 2R,

mean square axial part = (4R²/π)∫cos²θ dθ ∫cos³φ dφ = (4R²/π)(π/2)(4/3) = 8R²/3.

Emitted molecules are weighted by their speed, so the mean of 1/speed is 1/v, where v is the ordinary thermal mean speed, and a flight lasts 2R/v on average. Flights are independent, which gives

D_K = (8R²/3)/(2 × 2R/v) = 2Rv/3.

This contains no pressure, so the cancellation is lost. Between the two regimes, adding the drag of the carrier to that of the walls gives the approximate rule 1/D_eff = 1/D + 1/D_K. The Peclet number becomes Pe(1 + D/D_K), which rises as the pressure falls.

Here D_K = 4.22×10⁴ cm²/s. At 0.3 Torr D is 414 cm²/s, and the rule gives a correction of 1.0%. This is only an estimate, since so near the continuum the rule tends to overstate the effect of the walls. At 0.003 Torr the rule gives D_eff = 2.09×10⁴ cm²/s; the simulation with diffuse walls gives 2.05×10⁴ cm²/s, 2% lower. In the simulation the product pD_eff has fallen to about half its value at 1 Torr. That run concerns diffusion alone: 200 sccm at 0.003 Torr would call for a mean velocity 2.6 times the speed of sound, so this flow could not be sustained there as assumed.

Wall slip also disturbs the cancellation, through the flow profile. If the gas at the wall moves at one mean free path λ times the velocity gradient, a parabola of mean u_p gains a uniform velocity 4λu_p/R = 8Kn u_p, with Kn = λ/(2R). At fixed total mean velocity the departures from the mean shrink by 1/(1 + 8Kn), and the shear part of K by its square. At 0.3 Torr Kn is 0.0067 and K falls by 3.9%. In this example slip disturbs the dispersion Peclet number more than wall collisions disturb Pe.

Dilution has its own limit. While precursor is fed at a mole fraction of 0.01, it adds 1.0% to the total flow, and Pe evaluated with that flow rises equally. A pulse shorter than the transit time gains less over its whole journey, because the extra flow stops when the feed does. If a source holds the precursor's partial pressure fixed, its mole fraction grows as 1/p, and this correction grows at low pressure.

**Beside a real reactor**

Pressures near 1 Torr, carrier flows of a few hundred sccm and temperatures near 200 °C are conditions under which viscous-flow thermal atomic layer deposition can be run. The 4 cm tube is small, as in a laboratory set-up, and the molecular diameters are model choices, so the value 84 is illustrative. The assumption most plainly broken is that of inert walls, since deposition depends on uptake. Let Γ be the number of moles that unit wall area can take up and x the precursor mole fraction. If all arriving precursor is captured until the wall is full, the front is delayed by about 2πRLΓ/(xF). This exceeds the transit time cAL/F when the wall's capacity 2πRLΓ is larger than the precursor xcAL held in the gas. The arrival times above therefore describe a pulse over saturated, non-retaining walls, or a purge from which slow desorption is absent. Uptake leaves u/D unchanged for a dilute precursor, but it can dominate the dose time. The numerical output below lists the continuum values at 0.3, 1, 3 and 10 Torr.

Calculated quantities

```
Temperature: 473 K
Carrier flow: 200 sccm (0 C, 1 atm)
Molar carrier flow: 1.4872e-04 mol/s
Tube diameter: 4.0 cm
Tube length: 30.0 cm
Tube area: 12.566 cm2
Carrier molar mass: 28 g/mol
Precursor molar mass: 100 g/mol
Carrier diameter: 0.37 nm
Precursor diameter: 0.63 nm
Contact distance s: 0.50 nm
Reduced mass: 3.6324e-26 kg
Pe from pressure-free formula: 84.265
Columns: p/Torr, u/(m/s), D/(cm2/s), transit/ms,
         Pe, dispersion Pe, relative arrival spread
 0.3  11.6365   414.281    25.781   84.265   50.840  0.1983
 1.0   3.4909   124.284    85.937   84.265   50.840  0.1983
 3.0   1.1636    41.428   257.810   84.265   50.840  0.1983
10.0   0.3491    12.428   859.367   84.265   50.840  0.1983
Radial Peclet uR/D: 5.618
Shear dispersion K/D: 1.6575
Simulated Pe at 10 Torr: 82.54
Simulated Pe at 1 Torr: 84.43
Fixed-u Pe ratio, 10 to 1 Torr: 9.78
Simulated pD ratio, 0.003 to 1 Torr: 0.495
Simulated D at 0.003 Torr: 20487 cm2/s
Added-resistance D at 0.003 Torr: 20904 cm2/s
Wall-limited D_K: 42195 cm2/s
Wall correction to Pe at 0.3 Torr: 0.982 %
Carrier Knudsen number at 0.3 Torr: 0.00671
Slip change of K at 0.3 Torr: -3.94 %
Carrier viscosity: 2.244e-05 Pa s
Reynolds number: 5.91
Pressure drop/p at 0.3 Torr: 3.92 %
Pressure-drop test outlet: 0.100 Torr
Pressure-drop test inlet: 0.1306 Torr
Integrated Pe with that drop: 84.265
Pressure diffusion/flow at 0.3 Torr: 0.120 %
Mach number at 0.3 Torr: 0.0262
Mach estimate at 0.003 Torr: 2.62
Radial mixing/transit time: 0.0255
Assumed precursor mole fraction: 0.010
Added-flow effect on Pe: 1.01 %
Excluded-volume estimate at 10 Torr: 0.00534 %
```
